\section*{Zero-field splitting and barrier height in exchange-coupled spin clusters}

The $2S+1$ levels of a spin with axial zero-field splitting $DS_z^2$, $D<0$, form an inverted parabola whose top lies $U=|D|S^2$ above the states $M=\pm S$ (integer $S$). Read with $D$ held at its single-ion value, this formula says that two coupled $s=2$ ions with $D=-3$~cm$^{-1}$ and total spin $S=4$ have $U=48$~cm$^{-1}$, four times the 12~cm$^{-1}$ of one ion. That cannot be right when the anisotropy consists of the single-ion terms alone. The operator $D(s_{1z}^2+s_{2z}^2)$ has eigenvalues between $2Ds^2$ and zero, a range of $2|D|s^2=24$~cm$^{-1}$, so no two expectation values of it differ by 48~cm$^{-1}$. The $D$ in the formula belongs to the cluster and depends on $S$.

\section{Counter-example: a ferromagnetic chain}

Take $N$ orbitally nondegenerate ions of spin $s$ with parallel easy axes ($\hbar=1$):
\begin{equation}
H=Jh+V,\qquad h=\sum_{i=1}^{N-1}\left(s^2-\mathbf s_i\cdot\mathbf s_{i+1}\right),\qquad V=D\sum_i s_{iz}^2,
\end{equation}
with $J>0$, $D<0$, and $V$ treated to first order. Throughout, $U$ is the static height of the multiplet, not a barrier fitted to relaxation rates.

For a pair with pair spin $\sigma$, $\mathbf s_i\cdot\mathbf s_j=\tfrac12[\sigma(\sigma+1)-2s(s+1)]$, which reaches its maximum $s^2$ only at $\sigma=2s$. Hence $h\ge0$, and $h=0$ requires maximal pair spin on every bond. Represent each ion by $2s$ spins $\tfrac12$, called $\mathbf t_a$. The states of $n$ such spins that are symmetric under all permutations number $n+1$, one for each count of up spins, and they are obtained by lowering the all-up state, so they form the multiplet of spin $n/2$. Maximal pair spin therefore means symmetry among the $4s$ constituents of a bond. Neighbouring bonds share an ion, so these permutations generate all permutations of the $2Ns$ constituents, and the ground level of $Jh$ is the single multiplet $S=Ns$.

$V$ commutes with $S_z$ and each $M$ occurs once in the multiplet, so the first-order energies are $E_M=\langle S,M|V|S,M\rangle$. By symmetry $c=\langle t_{az}t_{bz}\rangle$ is the same for all $a\ne b$, and $t_{az}^2=\tfrac14$. Squaring $S_z=\sum_a t_{az}$ over all $2S$ constituents, and $s_{iz}$ over its own $2s$, gives
\begin{align}
M^2&=\frac{2S}{4}+2S(2S-1)\,c,\\
\langle s_{iz}^2\rangle&=\frac{2s}{4}+2s(2s-1)\,c=\frac s2+d\left(M^2-\frac S2\right),\qquad d=\frac{s(2s-1)}{S(2S-1)},
\end{align}
where the first line was solved for $c$. Thus $E_M=D_SM^2+\text{const}$ with $D_S=NdD$, and $N s=S$ gives
\begin{equation}
D_S=D\,\frac{2s-1}{2Ns-1},\qquad U=|D_S|S^2=N|D|\,s(2s-1)\,\frac{S}{2S-1}.
\label{chain}
\end{equation}
For half-integer $S$ the top level is $M=\pm\tfrac12$, $U=|D_S|(S^2-\tfrac14)$, and since $S^2-\tfrac14=(2S-1)(2S+1)/4$ the last factor becomes $(2S+1)/(4S)$.

For the dimer, $d=6/(4\cdot7)=0.21429$, $D_S=2\times0.21429\times(-3)=-1.2857$~cm$^{-1}$ and $U=16\times1.2857=20.57$~cm$^{-1}=29.6$~K (1~cm$^{-1}=1.43878$~K). Equation \eqref{chain} for $s=2$, $D=-3$~cm$^{-1}$ gives, in cm$^{-1}$,
\begin{center}
\begin{tabular}{rrrrr}
$N$ & $D_S$ & $U$ & $|D|S^2$ & $N|D|s^2$\\
1 & $-3.000$ & 12.00 & 12 & 12\\
2 & $-1.286$ & 20.57 & 48 & 24\\
3 & $-0.818$ & 29.45 & 108 & 36\\
4 & $-0.600$ & 38.40 & 192 & 48\\
5 & $-0.474$ & 47.37 & 300 & 60\\
12 & $-0.191$ & 110.3 & 1728 & 144\\
100 & $-0.0226$ & 902.3 & 120000 & 1200
\end{tabular}
\end{center}
Each coefficient $d$ falls as $1/S^2$, but $N=S/s$ of them add, so $D_S$ falls as $1/S$: between $N=12$ and $100$, with $2S-1=47$ and $399$, the logarithmic slope is $\ln(47/399)/\ln(200/24)=-1.009$. The barrier per ion drops from 12~cm$^{-1}$ to 9.02~cm$^{-1}$, approaching $|D|s(2s-1)/2=9$~cm$^{-1}$ because $S/(2S-1)\to\tfrac12$. The reason is visible in $\langle s_{iz}^2\rangle$: a lone ion at $M=0$ has $\langle s_z^2\rangle=0$, whereas in a large cluster $dS/2\to0$ and $\langle s_{iz}^2\rangle\to s/2$, so each ion climbs only $|D|(s^2-s/2)$.

\section{General statement}

Let $H=H_{\rm ex}+V$ with $H_{\rm ex}=-\sum J_{ij}\,\mathbf s_i\cdot\mathbf s_j$ and
\begin{equation}
V=\sum_i\mathbf s_i\cdot\mathsf D_i\cdot\mathbf s_i+\sum_{i<j}\mathbf s_i\cdot\mathsf D_{ij}\cdot\mathbf s_j ,
\end{equation}
all tensors symmetric and traceless. A trace adds a constant or renormalizes $J_{ij}$; antisymmetric exchange is excluded. The axial tensor is $D\,\mathrm{diag}(-\tfrac13,-\tfrac13,\tfrac23)$, which gives $D[s_z^2-s(s+1)/3]$. Let the ground level of $H_{\rm ex}$ be one multiplet $S\ge1$ with energy $E_0$ and projector $P$.

(a) To first order in $V$ the multiplet is described by $PVP=\mathbf S\cdot\mathsf D_S\cdot\mathbf S\,P$, with $\mathsf D_S=\sum_id_i\mathsf D_i+\sum_{i<j}d_{ij}\mathsf D_{ij}$ and
\begin{equation}
d_i=\frac{\langle3s_{iz}^2-s_i(s_i+1)\rangle_{M=S}}{S(2S-1)},\qquad
d_{ij}=\frac{\langle3s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j\rangle_{M=S}}{S(2S-1)}.
\label{coef}
\end{equation}

(b) For $S=\sum_is_i$ the numerators are $s_i(2s_i-1)$ and $2s_is_j$.

(c) If $V=\sum_iv_i$ has one-site terms only, then for any ratio of $V$ to $H_{\rm ex}$ the lowest $2S+1$ levels of $H$ span at most $\sum_iR(v_i)$, where $R$ is the largest minus the smallest eigenvalue. The first-order splitting obeys the same bound.

\section{Proof}

\subsection{Proportionality and coefficients}

Let $(\mathbf a,\mathbf b)$ be $(\mathbf s_i,\mathbf s_i)$, $(\mathbf s_i,\mathbf s_j)$ or $(\mathbf S,\mathbf S)$. Each such vector $\mathbf j$ obeys $[S_\alpha,j_\beta]=i\epsilon_{\alpha\beta\gamma}j_\gamma$, that is $[S_z,j_\pm]=\pm j_\pm$, $[S_\pm,j_\pm]=0$, $[S_-,j_+]=-2j_z$, $[S_-,j_z]=j_-$. Because $H_{\rm ex}$ is isotropic, $P$ commutes with $\mathbf S$.

Set $A=Pa_+b_+P$. Then $[S_z,A]=2A$ and $[S_+,A]=0$. The first relation puts $A|{-S}\rangle$ at $M=-S+2$, where the multiplet has the one state $S_+^2|{-S}\rangle$, nonzero for $S\ge1$; so $A|{-S}\rangle=d\,S_+^2|{-S}\rangle$. The second gives
\begin{equation}
A\,S_+^k|{-S}\rangle=S_+^kA|{-S}\rangle=d\,S_+^2\,S_+^k|{-S}\rangle ,
\end{equation}
and these states span the multiplet, so $A=d\,S_+^2P$. Commuting repeatedly with $S_-$ by the product rule yields
\begin{align}
T_2&=a_+b_+,\nonumber\\
T_1&=-2(a_zb_++a_+b_z),\nonumber\\
T_0&=-2(a_-b_+-2a_zb_z-2a_zb_z+a_+b_-)=4(3a_zb_z-\mathbf a\cdot\mathbf b),\\
T_{-1}&=-2(-2a_-b_z-4a_-b_z-4a_zb_--2a_zb_-)=12(a_zb_-+a_-b_z),\nonumber\\
T_{-2}&=24\,a_-b_-,\nonumber
\end{align}
where $a_+b_-+a_-b_+=2(a_xb_x+a_yb_y)$ was used. Since $S_-$ passes through $P$, $PT_q(\mathbf a,\mathbf b)P=d\,T_q(\mathbf S,\mathbf S)P$ for all five $q$ with one $d$. Sums and differences of $T_{\pm2}$ give the forms $xx-yy$ and $xy+yx$, those of $T_{\pm1}$ give $xz+zx$ and $yz+zy$, and $T_0$ gives $2zz-xx-yy$; these span the symmetric traceless tensors. The expectation of the $q=0$ relation at $M=S$, with $3S^2-S(S+1)=S(2S-1)$, gives \eqref{coef}. This proves (a), for any isolated multiplet of $H_{\rm ex}$.

Since $0\le\langle s_{iz}^2\rangle\le s_i^2$, the numerator of $d_i$ lies between $-s_i(s_i+1)$ and $s_i(2s_i-1)$ whatever $S$ is. The factor $S^2$ in $U$ meets $S(2S-1)$ in the denominator and leaves $S/(2S-1)$, which lies between $1$ and $\tfrac12$.

For $S=\sum s_i$ the state $M=S$ is the product of states $m_i=s_i$. Then $3s_i^2-s_i(s_i+1)=s_i(2s_i-1)$; the transverse part of $\mathbf s_i\cdot\mathbf s_j$ contains a raising operator in each term and vanishes, leaving $3s_is_j-s_is_j=2s_is_j$. This proves (b); an ion with $s=\tfrac12$ has $d_i=0$.

\subsection{The bound}

Let $v_{\min}$ and $v_{\max}$ be the extreme eigenvalues of $V$, and $\lambda_1\le\lambda_2\le\dots$ the eigenvalues of $H$. Every normalized state has $\langle H\rangle\ge E_0+v_{\min}$, so $\lambda_1\ge E_0+v_{\min}$. The multiplet has dimension $2S+1$, so it contains a normalized $\psi$ orthogonal to the first $2S$ eigenvectors of $H$. Its expansion contains only levels from $\lambda_{2S+1}$ upward, so $\lambda_{2S+1}\le\langle\psi|H|\psi\rangle=E_0+\langle V\rangle\le E_0+v_{\max}$. Subtracting, $\lambda_{2S+1}-\lambda_1\le R(V)$. One-site operators commute and have product eigenstates, so $R(V)=\sum_iR(v_i)$. The eigenvalues of $PVP$ on the multiplet are expectation values of $V$ and lie in the same interval. This proves (c), for arbitrary axes and for one-site terms of any rank. For equal axial ions of integer spin the bound is $N|D|s^2$, the last column of the table; among those entries only $N=1$ reaches it.

\section{Ways of raising $S$}

\subsection{Adding isotropic spin}

One anisotropic ion coupled ferromagnetically to an isotropic spin $S_0$ has $D_S=D\,s(2s-1)/[S(2S-1)]$, $S=s+S_0$. This is the case in which the cluster $D$ itself falls as $1/S^2$. For $S=4,10,20$, $D_S=-18/28,\,-18/190,\,-18/780=-0.6429,\,-0.0947,\,-0.0231$~cm$^{-1}$, the slope between the last two being $\ln(190/780)/\ln2=-2.04$. The barriers are $10.29$, $9.47$ and $9.23$~cm$^{-1}$, all below the 12~cm$^{-1}$ of the bare ion.

\subsection{Changing $S$ at fixed ions}

Define $Q_{\alpha\beta}(\mathbf j)=\tfrac12\{j_\alpha,j_\beta\}-\tfrac13\delta_{\alpha\beta}\mathbf j^2$, for $\mathbf j=\mathbf S_A$ or $\mathbf S$, with $\mathbf S=\mathbf S_A+\mathbf S_B$; repeated indices are summed. Moving $S_\alpha$ past $j_\beta$, and using $\epsilon_{\alpha\beta\gamma}j_\alpha j_\gamma=-(\mathbf j\times\mathbf j)_\beta=-ij_\beta$,
\begin{equation}
(\mathbf j\cdot\mathbf S)^2=j_\alpha j_\beta S_\alpha S_\beta+i\epsilon_{\alpha\beta\gamma}j_\alpha j_\gamma S_\beta=j_\alpha j_\beta S_\alpha S_\beta+\mathbf j\cdot\mathbf S .
\end{equation}
Write $j_\alpha j_\beta=\tfrac12\{j_\alpha,j_\beta\}+\tfrac i2\epsilon_{\alpha\beta\gamma}j_\gamma$, and likewise for $S$. Symmetric times antisymmetric parts contract to zero, and $\epsilon_{\alpha\beta\gamma}\epsilon_{\alpha\beta\delta}=2\delta_{\gamma\delta}$ makes the antisymmetric product $-\tfrac12\mathbf j\cdot\mathbf S$. The symmetric product is therefore $(\mathbf j\cdot\mathbf S)^2-\mathbf j\cdot\mathbf S+\tfrac12\mathbf j\cdot\mathbf S$. The trace terms contribute $(-\tfrac13-\tfrac13+\tfrac39)\,\mathbf j^2\mathbf S^2$, so
\begin{equation}
Q_{\alpha\beta}(\mathbf j)Q_{\alpha\beta}(\mathbf S)=(\mathbf j\cdot\mathbf S)^2-\tfrac12\,\mathbf j\cdot\mathbf S-\tfrac13\,\mathbf j^2\mathbf S^2 .
\end{equation}
On a multiplet with definite $S_A,S_B,S$, the identity $\mathbf S_B^2=(\mathbf S-\mathbf S_A)^2$ gives $\mathbf S_A\cdot\mathbf S=C/2$ with $C=S(S+1)+S_A(S_A+1)-S_B(S_B+1)$. With $x=S(S+1)$ the right side is $[3C(C-1)-4xS_A(S_A+1)]/12$ for $\mathbf j=\mathbf S_A$, and $\tfrac23x^2-\tfrac12x=x(4x-3)/6$ for $\mathbf j=\mathbf S$, where $4x-3=(2S-1)(2S+3)$. Multiplying $PQ_{\alpha\beta}(\mathbf S_A)P=d_AQ_{\alpha\beta}(\mathbf S)P$ by $Q_{\alpha\beta}(\mathbf S)$, which commutes with $P$, makes $d_A$ the ratio of the two:
\begin{equation}
d_A=\frac{3C(C-1)-4S(S+1)S_A(S_A+1)}{2S(S+1)(2S-1)(2S+3)} .
\end{equation}
For the $s=2$ dimer $C=S(S+1)$, and $S=1,2,3$ give $d=-42/20,\,-54/252,\,108/1080=-2.1,\,-0.2143,\,0.1$, hence $D_S=2dD=+12.6,\,+1.286,\,-0.600$~cm$^{-1}$. The multiplets $S=1,2$ are easy-plane although both ions are easy-axis, and the largest $|D_S|$ belongs to the smallest $S$.

For $S_B=S_A-S$, expanding the squares gives $C=2S(S_A+1)$. The numerator becomes
\begin{equation}
2S(S_A+1)\left[6S(S_A+1)-3-2(S+1)S_A\right]=2S(S_A+1)(2S-1)(2S_A+3),
\end{equation}
so $d_A=(S_A+1)(2S_A+3)/[(S+1)(2S+3)]\ge1$.

Take eight $s=2$ ions ($D=-3$~cm$^{-1}$, collinear) and four isotropic $s=\tfrac32$ ions, ferromagnetic within each group, with $-J'\mathbf S_A\cdot\mathbf S_B$ between the groups. For $J'>0$, $S=22$. For $J'<0$ the lowest value of $\mathbf S_A\cdot\mathbf S_B=\tfrac12[S(S+1)-S_A(S_A+1)-S_B(S_B+1)]$ occurs at $S=|S_A-S_B|$ and equals $-S_<(S_>+1)$, with $S_<$ the smaller and $S_>$ the larger group spin. This favours the largest group spins, so $S_A=16$, $S_B=6$, $S=10$. Projecting first on $S_A=16$ turns an ion's tensor into $6/(16\cdot31)=0.012097$ times that of $\mathbf S_A$; projecting then on $S$ multiplies by $d_A$:
\begin{align}
S=10:&\quad d_A=\tfrac{17\cdot35}{11\cdot23}=2.35178,\quad d_i=0.028449,\quad D_S=8d_iD=-0.6828\ \text{cm}^{-1},\nonumber\\
S=22:&\quad d_A=\tfrac{16\cdot31}{22\cdot43}=0.52431,\quad d_i=0.006342,\quad D_S=-0.1522\ \text{cm}^{-1},\nonumber
\end{align}
the second $d_A$ following from (b). The first-order barriers are $100\times0.6828=68.3$~cm$^{-1}$ (98.2~K) and $484\times0.1522=73.7$~cm$^{-1}$ (106.0~K), below the bound $8|D|s^2=96$~cm$^{-1}$. $S^2$ grows by a factor 4.84 and $U$ by 1.079.

\section{What lowers the barrier, and what escapes the bound}

\subsection{Tilted axes}

An easy axis $\mathbf n$ has tensor $D(\mathbf n\mathbf n^T-\tfrac13)$. For three axes at polar angle $\theta$ and azimuths $120^\circ$ apart, the averages of $\cos\phi$, $\sin\phi$ and $\sin\phi\cos\phi$ vanish and those of $\cos^2\phi$, $\sin^2\phi$ are $\tfrac12$. The average tensor is diagonal with equal $xx$ and $yy$ elements and $zz$ element $D(\cos^2\theta-\tfrac13)$; equating this to $\tfrac23D'$ gives $D'=D(3\cos^2\theta-1)/2$. For the ferromagnetic trimer at $30^\circ$, $U=0.625\times29.455=18.41$~cm$^{-1}$. At $54.74^\circ$ the first-order splitting vanishes, and beyond it the sign reverses.

\subsection{Finite exchange}

In the chain $S_z$ is conserved. The product state $M=S$ has $h=0$ and minimal $V$, so it is an exact ground state with energy $NDs^2$. For integer $S$ define $U(J)=\min_{M=0}\langle Jh+V\rangle-NDs^2$, the height of the lowest $M=0$ level above the ground state. It is the static height of the multiplet as long as no other $M$ has its lowest level higher up, which is the case for strong exchange. The trial state $|S,0\rangle$ gives $U(J)\le U$ of \eqref{chain}, and $h\ge0$ makes $U(J)$ nondecreasing in $J$. At large $J$ second-order perturbation theory gives the deficit $U-U(J)=\sum_n|\langle n|V|S,0\rangle|^2/(J\varepsilon_n)\propto D^2/J$, with $\varepsilon_n>0$ the eigenvalues of $h$. Numerical diagonalization of the $M=0$ block for $N=4$, $s=2$ gives $U(J)=21.86,\ 36.96,\ 38.03,\ 38.30$~cm$^{-1}$ at $J=3,\ 10,\ 30,\ 100$~cm$^{-1}$, against $U=38.40$~cm$^{-1}$; the deficit at $J=30$~cm$^{-1}$ is about 1\% of $U$. At $J=30$ and $100$~cm$^{-1}$ exactly $2S+1=17$ levels lie at or below the lowest $M=0$ level. At $J=10$~cm$^{-1}$ that level is still the highest of the lowest levels of each $M$, but 25 levels lie at or below it, so excited multiplets already reach below the top and the ground multiplet is no longer isolated. At $J=3$~cm$^{-1}$ the parabola is lost: the lowest $M=2$ level lies 26.91~cm$^{-1}$ above the ground state, higher than the lowest $M=0$ level. The deficits at $J=1000$ and $10000$~cm$^{-1}$ stand in the ratio 10.02.

For even $N$ a second trial state has half the chain at $m=+s$ and half at $m=-s$. It has minimal $V$ and one bond with $\langle\mathbf s_i\cdot\mathbf s_{i+1}\rangle=-s^2$, so $U(J)\le2Js^2$ independently of $N$; at $J=3$~cm$^{-1}$ this bound is $2\cdot3\cdot4=24$~cm$^{-1}$. For odd $N\ge3$ integer $S$ requires integer $s$, and the middle ion can be put at $m=0$ between the two halves. Its two bonds have $\langle\mathbf s_i\cdot\mathbf s_{i+1}\rangle=0$ and cost $Js^2$ each, and the ion itself costs $|D|s^2$, so $U(J)\le2Js^2+|D|s^2$, again independently of $N$. The lowest level of every other $M$ is bounded in the same way: put one ion at a suitable $m$ between a block at $+s$ and a block at $-s$, either of which may be empty. Its bonds cost at most $2Js^2$ and the ion itself at most $|D|s^2$. At fixed $J$ the linear growth in a chain must therefore stop, and the large-$N$ rows of the table describe the strong-exchange limit only.

\subsection{Pair anisotropy}

Expanding $\mathbf S\cdot\mathsf D\cdot\mathbf S=\sum_i\mathbf s_i\cdot\mathsf D\cdot\mathbf s_i+2\sum_{i<j}\mathbf s_i\cdot\mathsf D\cdot\mathbf s_j$ and projecting gives $\sum_id_i+2\sum_{i<j}d_{ij}=1$. Holding $D_S$ at the ion value, as the $S^2$ law assumes, is what results when $\mathsf D_{ij}=2\mathsf D$ acts on all $N(N-1)/2$ pairs in addition to the single-ion terms. For $n$ pairs with axial $D_p<0$ in the maximal-spin multiplet, (b) gives $U_{\rm pair}=n\,2s^2|D_p|\,S/(2S-1)$ for integer $S$; for half-integer $S$ the last factor becomes $(2S+1)/(4S)$, as in the chain. With $D_p=-0.1$~cm$^{-1}$ and $s=2$, rings ($n=N$) of $N=3,4,5$ give $1.309,\ 1.707,\ 2.105$~cm$^{-1}$, for instance $4\times8\times0.1\times8/15=1.707$, while coupling all pairs ($n=3,6,10$) gives $1.309,\ 2.560,\ 4.211$~cm$^{-1}$. The argument for (c) still gives a span of at most $R(V)$, and $R(V)$ is at most the sum of the ranges of its terms, because each term's expectation lies within its own range. The bound stays linear in $N$ when the summed pair ranges per ion stay bounded, and it fails to do so for undiminished all-to-all coupling. When the exchange itself is strongly anisotropic, as between orbitally degenerate ions, the ground level is in general not a degenerate multiplet of $\mathbf S$; the proof of (a), which needs $P$ to commute with $\mathbf S$, does not carry over, and the formula $|D_S|S^2$ cannot be assumed.

Numbers in the example were calculated in double precision.
